# E-model lifetime of a dielectric gap narrowed at fixed voltage: verification in Python

```python
"""
Result under test: at fixed voltage V the E-model t = t0*exp(-gamma*E), E = V/s,
gives t(s0)/t(s1) = exp(gamma*V*(1/s1 - 1/s0)); 3 V, 15 -> 12 nm and
gamma = 4 cm/MV give exp(2), about 7.4.
Symbols: V voltage, s spacing, E field, gamma field acceleration, p effective
dipole (gamma = p/kT), H zero-field barrier, T temperature.
Also sized: curved metal face, other field laws, weakest-link statistics,
temperature, spacing error and distance from the breakdown strength.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# Inputs: rough typical values or chosen illustrations
voltage = 3.0              # V
s_wide, s_thin = 15.0, 12.0  # nm
gamma = 4.0                # cm/MV
temp = 378.15              # K
barrier = 1.0              # eV
heating = 5.0              # K
temp_room = 298.15         # K
ripple_period = 60.0       # nm
stress_field = 5.0         # MV/cm
strength = 6.0             # MV/cm
shape = 1.5                # Weibull shape
segments = 100             # one of these is thin
spacing_error = 0.5        # nm
MV_CM_PER_V_NM = 10.0      # 1 V/nm = 10 MV/cm
k_ev = const.k / const.e   # eV/K


def field(spacing):
    return MV_CM_PER_V_NM * voltage / spacing


def life_ratio(s_from, s_to):
    return np.exp(gamma * MV_CM_PER_V_NM * voltage * (1 / s_to - 1 / s_from))


e_wide, e_thin = field(s_wide), field(s_thin)
ratio = life_ratio(s_wide, s_thin)

# Bond breaking integrated in SI units until one percent of bonds are broken
gamma_si = gamma * 1e-2 / 1e6            # m/V
dipole_si = gamma_si * k_ev * temp       # metres times elementary charge


def bond_life(spacing_nm, temperature):
    field_si = voltage / (spacing_nm * 1e-9)
    rate = 1e10 * np.exp(-(barrier - dipole_si * field_si)
                         / (k_ev * temperature))

    def failed(t, n):
        return n[0] - 0.99
    failed.terminal = True
    run = solve_ivp(lambda t, n: -rate * n, (0, 1 / rate), [1.0],
                    method="DOP853", rtol=1e-11, atol=1e-13, events=failed)
    return run.t_events[0][0]


ratio_ode = bond_life(s_wide, temp) / bond_life(s_thin, temp)
assert abs(ratio_ode / ratio - 1) < 1e-5
assert abs(ratio - 7.4) < 0.05

# Temperature: local heating, and the same dipole at room temperature
dipole = dipole_si * 1e9                 # e nm
barrier_thin = barrier - dipole * voltage / s_thin
heat_factor = np.exp(barrier_thin / k_ev * (1 / temp - 1 / (temp + heating)))
heat_ode = bond_life(s_thin, temp) / bond_life(s_thin, temp + heating)
assert abs(heat_ode / heat_factor - 1) < 1e-5
ratio_room = ratio ** (temp / temp_room)
room_ode = bond_life(s_wide, temp_room) / bond_life(s_thin, temp_room)
assert abs(room_ode / ratio_room - 1) < 1e-5

# Slope of ln(lifetime) with spacing, and the straight-line estimate
slope = gamma * MV_CM_PER_V_NM * voltage / s_wide**2
step = 1e-3
slope_fd = (np.log(bond_life(s_wide + step, temp))
            - np.log(bond_life(s_wide - step, temp))) / (2 * step)
assert abs(slope_fd / slope - 1) < 1e-3
ratio_linear = np.exp(slope * (s_wide - s_thin))
assert ratio_linear < ratio

# Rippled upper face above a flat face: exact harmonic potential
q = 2 * np.pi / ripple_period
sh0, sh1 = np.sinh(q * s_wide), np.sinh(q * s_thin)
denom = s_thin * sh0 + s_wide * sh1
coef_a = voltage * (sh0 + sh1) / denom
coef_b = voltage * (s_wide - s_thin) / denom
solved = np.linalg.solve([[s_thin, sh1], [s_wide, -sh0]], [voltage, voltage])
assert np.allclose(solved, [coef_a, coef_b], rtol=1e-10)


def potential(x, y):
    return coef_a * y + coef_b * np.cos(q * x) * np.sinh(q * y)


def field_size(x, y, h=1e-3):
    gx = (potential(x + h, y) - potential(x - h, y)) / (2 * h)
    gy = (potential(x, y + h) - potential(x, y - h)) / (2 * h)
    return MV_CM_PER_V_NM * np.hypot(gx, gy)


xs = np.linspace(0, ripple_period / 2, 61)
top = np.array([brentq(lambda y: potential(x, y) - voltage, 10, 16)
                for x in xs])
assert abs(top[0] - s_thin) < 1e-8 and abs(top[-1] - s_wide) < 1e-8
assert np.all(np.diff(top) > 0)
grid_x = np.repeat(xs[:, None], 41, axis=1)
grid_y = top[:, None] * np.linspace(0, 1, 41)[None, :]
h = 0.05
laplacian = (potential(grid_x + h, grid_y) + potential(grid_x - h, grid_y)
             + potential(grid_x, grid_y + h) + potential(grid_x, grid_y - h)
             - 4 * potential(grid_x, grid_y)) / h**2
assert np.max(np.abs(laplacian)) < 1e-6
e_tip = MV_CM_PER_V_NM * (coef_a + coef_b * q * np.cosh(q * s_thin))
e_foot = MV_CM_PER_V_NM * (coef_a + coef_b * q)
sizes = field_size(grid_x, grid_y)
assert np.unravel_index(np.argmax(sizes), sizes.shape) == (0, 40)
assert abs(sizes.max() / e_tip - 1) < 1e-6
assert abs(sizes[0, 0] / e_foot - 1) < 1e-6
tip_factor = np.exp(gamma * (e_tip - e_thin))

# Other field laws, with slope gamma at the calibration field
def law_ratios(e_cal):
    return {
        "root-E": np.exp(2 * gamma * np.sqrt(e_cal)
                         * (np.sqrt(e_thin) - np.sqrt(e_wide))),
        "power law": (e_thin / e_wide) ** (gamma * e_cal),
        "1/E": np.exp(gamma * e_cal**2 * (1 / e_wide - 1 / e_thin)),
    }


low_cal, high_cal = law_ratios(e_wide), law_ratios(stress_field)
for e_cal, table in ((e_wide, low_cal), (stress_field, high_cal)):
    for name, m in (("root-E", 0.5), ("power law", 1), ("1/E", 2)):
        area = quad(lambda e: gamma * (e_cal / e)**m, e_wide, e_thin)[0]
        assert abs(np.log(table[name]) - area) < 1e-8
assert max(low_cal.values()) < ratio < min(high_cal.values())

# Weakest link: the first segment to fail ends the line
thin_fraction = 1 / segments
line_factor = (1 - thin_fraction + thin_fraction * ratio**shape)**(1 / shape)
rng = np.random.default_rng(7)
trials = 40000
uniform_line = rng.weibull(shape, (trials, segments)).min(axis=1).mean()
mixed = rng.weibull(shape, (trials, segments))
mixed[:, 0] /= ratio
line_sampled = uniform_line / mixed.min(axis=1).mean()
# Sampling error of this ratio is about 0.005
assert abs(line_sampled - line_factor) < 0.025

ratio_narrow = life_ratio(s_wide, s_thin - spacing_error)
ratio_broad = life_ratio(s_wide, s_thin + spacing_error)
assert e_tip < strength


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Voltage", voltage, "V", 1)
show("Wide spacing", s_wide, "nm", 1)
show("Thin spacing", s_thin, "nm", 1)
show("Field acceleration gamma", gamma, "cm/MV", 1)
show("Field at wide spacing", e_wide, "MV/cm")
show("Field at thin spacing", e_thin, "MV/cm")
show("Field rise", e_thin - e_wide, "MV/cm")
show("Exponent gamma times field rise", np.log(ratio))
show("Lifetime ratio, E-model", ratio)
show("Lifetime ratio, integrated bond breaking", ratio_ode)
show("Thin/wide lifetime", 1 / ratio, "", 4)
show("Slope of ln(life) at wide spacing", slope, "1/nm", 4)
show("Exponent, straight-line estimate", np.log(ratio_linear))
show("Ratio, straight-line estimate", ratio_linear)
show("Spacing error considered", spacing_error, "nm", 1)
show("Ratio if thin spacing is smaller by it", ratio_narrow)
show("Ratio if thin spacing is larger by it", ratio_broad)
show("Temperature", temp, "K", 2)
show("kT", k_ev * temp, "eV", 5)
show("Effective dipole p", dipole, "e nm")
show("Zero-field barrier H", barrier, "eV", 2)
show("Apparent barrier at thin spacing", barrier_thin, "eV")
show("Local heating", heating, "K", 1)
show("Extra life loss factor from heating", heat_factor)
show("Room temperature", temp_room, "K", 2)
show("gamma at room temperature, same p", gamma * temp / temp_room, "cm/MV")
show("Lifetime ratio at room temperature", ratio_room)
show("Ripple period", ripple_period, "nm", 1)
show("Ripple wavenumber q", q, "1/nm", 5)
show("Ripple coefficient a", coef_a, "V/nm", 5)
show("Ripple coefficient b", coef_b, "V", 5)
show("Field at ripple tip", e_tip, "MV/cm")
show("Field on flat face below tip", e_foot, "MV/cm")
show("Extra life loss factor at tip", tip_factor)
show("Ratio, tip against uniform wide gap", ratio * tip_factor)
show("Stress field for calibration", stress_field, "MV/cm", 1)
for name in low_cal:
    show(f"Ratio, {name}, gamma at wide-gap field", low_cal[name])
for name in high_cal:
    show(f"Ratio, {name}, gamma at stress field", high_cal[name], "", 1)
show("Weibull shape", shape, "", 1)
show("Thin fraction of line", 100 * thin_fraction, "percent", 1)
show("Whole-line life loss factor", line_factor)
show("Whole-line factor, random sampling", line_sampled)
show("Rough breakdown strength", strength, "MV/cm", 1)
show("Thin-gap field / strength", e_thin / strength)
show("Tip field / strength", e_tip / strength)
print("PASS")
```

Running it gives:

```
Voltage: 3.0 V
Wide spacing: 15.0 nm
Thin spacing: 12.0 nm
Field acceleration gamma: 4.0 cm/MV
Field at wide spacing: 2.000 MV/cm
Field at thin spacing: 2.500 MV/cm
Field rise: 0.500 MV/cm
Exponent gamma times field rise: 2.000
Lifetime ratio, E-model: 7.389
Lifetime ratio, integrated bond breaking: 7.389
Thin/wide lifetime: 0.1353
Slope of ln(life) at wide spacing: 0.5333 1/nm
Exponent, straight-line estimate: 1.600
Ratio, straight-line estimate: 4.953
Spacing error considered: 0.5 nm
Ratio if thin spacing is smaller by it: 11.413
Ratio if thin spacing is larger by it: 4.953
Temperature: 378.15 K
kT: 0.03259 eV
Effective dipole p: 1.303 e nm
Zero-field barrier H: 1.00 eV
Apparent barrier at thin spacing: 0.674 eV
Local heating: 5.0 K
Extra life loss factor from heating: 1.310
Room temperature: 298.15 K
gamma at room temperature, same p: 5.073 cm/MV
Lifetime ratio at room temperature: 12.637
Ripple period: 60.0 nm
Ripple wavenumber q: 0.10472 1/nm
Ripple coefficient a: 0.22664 V/nm
Ripple coefficient b: 0.17363 V
Field at ripple tip: 2.612 MV/cm
Field on flat face below tip: 2.448 MV/cm
Extra life loss factor at tip: 1.563
Ratio, tip against uniform wide gap: 11.551
Stress field for calibration: 5.0 MV/cm
Ratio, root-E, gamma at wide-gap field: 6.610
Ratio, power law, gamma at wide-gap field: 5.960
Ratio, 1/E, gamma at wide-gap field: 4.953
Ratio, root-E, gamma at stress field: 19.8
Ratio, power law, gamma at stress field: 86.7
Ratio, 1/E, gamma at stress field: 22026.5
Weibull shape: 1.5
Thin fraction of line: 1.0 percent
Whole-line life loss factor: 1.123
Whole-line factor, random sampling: 1.132
Rough breakdown strength: 6.0 MV/cm
Thin-gap field / strength: 0.417
Tip field / strength: 0.435
PASS
```
